\section*{Core-Level Shifts from Core-Hole Potentials, Initial States and Equivalent Cores}

\section*{Setting}

The binding energy of a core electron on atom $i$ is the total-energy difference
\begin{equation}
B_i=E(\text{core hole on }i)-E(\text{ground state}),
\end{equation}
taken at fixed nuclei. A core-level shift is $\Delta_i=B_i-B_r$, where $r$ is a reference site holding the same element. Positive $\Delta_i$ means stronger binding than at $r$.

Such shifts can be obtained from valence-only calculations, using a pseudopotential generated for an atom with a core hole. The problem derives the energy bookkeeping in Hartree--Fock theory, where core and valence contributions separate explicitly. Atomic units are used in the derivation. The $1s$ hole is localized on one atom, the valence electrons form closed shells, and relativity is neglected. Electrons removed from a molecule go to the vacuum level.

\section*{(a) The potential of a core with a hole}

\textit{Let atom $A$ have nuclear charge $Z_A$ and a frozen, real $1s$ orbital $c_A$ with occupation $f_A=1$ or $2$. At most one core is singly occupied. Separate the determinant energy into atomic constants and a valence energy.}

\textbf{Solution.} Let $\phi_v$ be the doubly occupied valence orbitals, orthogonal to all cores, and let $P=2\sum_v|\phi_v\rangle\langle\phi_v|$. First take one atom. With $h=-\nabla^2/2-Z/r$, the core alone contributes $h_{cc}$ for $f=1$ and $2h_{cc}+J_{cc}$ for $f=2$, so
\begin{equation}
E_{\rm core}(f)=f h_{cc}+\tfrac12 f(f-1)J_{cc}.
\end{equation}
Each core electron repels both electrons of a valence pair, but exchanges only with the one of equal spin. The core--valence energy is therefore
\begin{equation}
f\sum_v(2J_{cv}-K_{cv})
=\operatorname{Tr}\!\left[P f\left(J_c-\tfrac12K_c\right)\right].
\end{equation}
Here $J_c$ and $K_c$ are the Coulomb and exchange operators of one electron in $c$. The valence electrons consequently move in
\begin{equation}
v_A=-\frac{Z_A}{r_A}+f_A\left(J_{c_A}-\tfrac12K_{c_A}\right),
\label{eq:v}
\end{equation}
together with the constraint of orthogonality to $c_A$.

For several atoms, assume that the compact spherical cores do not overlap. They then interact as point charges:
\begin{equation}
\frac{Z_AZ_B-f_AZ_B-Z_Af_B+f_Af_B}{R_{AB}}
=\frac{q_Aq_B}{R_{AB}},\qquad q_A=Z_A-f_A .
\end{equation}
A proton has $f=0$. Hence $E=\sum_AE_{{\rm core},A}+W$, with
\begin{equation}
W=\min_P\Big\{\operatorname{Tr}\Big[P\Big(-\tfrac12\nabla^2+\sum_Av_A\Big)\Big]+G[P]\Big\}
+\sum_{A<B}\frac{q_Aq_B}{R_{AB}},
\label{eq:W}
\end{equation}
where $G[P]=\frac12\operatorname{Tr}[P(J[P]-\frac12K[P])]$ is the valence repulsion.

The separation fails when neighbouring cores overlap or when the core responds appreciably to its environment.

\section*{(b) The shift as a difference of valence energies}

\textit{Generate a relaxed orbital $c^*$ in an atom with one $1s$ electron, and use it in the core with the hole. Find $B_i$ and $\Delta_i$. What changes for a smooth pseudopotential, or for a metal?}

\textbf{Solution.} Let $W_0$ be the ground-state valence energy and $W_i^*$ the one with the core-hole potential on $i$. All other core constants cancel, leaving
\begin{align}
B_i&=K+W_i^*-W_0,\label{eq:B}\\
K&=E_{\rm core}^*(1)-E_{\rm core}(2)
=h_{c^*c^*}-2h_{cc}-J_{cc}.
\end{align}
The constant $K$ belongs to the element and to the two generated cores, not to the molecule. Thus
\begin{equation}
\boxed{\Delta_i=(W_i^*-W_0)_i-(W_r^*-W_0)_r.}
\label{eq:shift}
\end{equation}
The outer subscripts show that $i$ and $r$ may lie in different systems. Within one system $W_0$ cancels too, and $\Delta_i=W_i^*-W_r^*$.

A smooth pseudopotential changes the zero of the valence energy. Its constant follows by applying Eq.~\eqref{eq:B} to the generating atom:
\begin{equation}
K_{\rm ps}=B_{\rm at}-(W_{\rm at}^*-W_{\rm at}).
\end{equation}
Equation~\eqref{eq:shift} then holds to the extent that both pseudopotentials are transferable. In density-functional theory, exchange and correlation are nonlinear in the sum of core and valence densities, so this separation needs a core correction or an assumption of small overlap.

For a metal, the removed electron is placed at the Fermi level. In a large system this adds the chemical potential $\mu$ to $W_i^*$ for every site, and $\mu$ cancels between two sites of the same metal.

\section*{(c) The initial-state approximation}

\textit{Keep both the core orbital $c$ and the ground-state valence density $P_0$ fixed. Show what binding energy results.}

\textbf{Solution.} Removing one core electron changes $v_i$ by $-(J_c-\frac12K_c)$ and raises $q_i$ by one. With $c$ fixed, the atomic constant is
\begin{equation}
K_c^{\rm fix}=h_{cc}-(2h_{cc}+J_{cc})=-h_{cc}-J_{cc}.
\end{equation}
Therefore
\begin{equation}
B_i^{\rm init}=-h_{cc}-J_{cc}
-\operatorname{Tr}\!\left[P_0\left(J_c-\tfrac12K_c\right)\right]
+\sum_{B\ne i}\frac{q_B}{R_{iB}} .
\label{eq:init}
\end{equation}
Compare this with the ground-state Fock operator $F$. Its own-core repulsion in $c$ is $2J_{cc}-J_{cc}=J_{cc}$, and the other cores contribute $-(Z_B-f_B)/R_{iB}$. Since $\langle c|J[P_0]-\frac12K[P_0]|c\rangle=\operatorname{Tr}[P_0(J_c-\frac12K_c)]$,
\begin{equation}
\langle c|F|c\rangle=h_{cc}+J_{cc}
+\operatorname{Tr}\!\left[P_0\left(J_c-\tfrac12K_c\right)\right]
-\sum_{B\ne i}\frac{q_B}{R_{iB}} .
\end{equation}
Hence $B_i^{\rm init}=-\langle c|F|c\rangle$, the Koopmans value. It equals minus a canonical orbital energy if $c$ is an eigenfunction of $F$; a transferred atomic orbital satisfies this approximately on a site with no symmetry-equivalent partner. For equivalent sites the canonical orbitals are delocalized. In acetylene the two $1s$ levels are split by $0.10$~eV, the localized core has equal weight on both, and $B_i^{\rm init}$ corresponds to minus their mean.

\section*{(d) Relaxation}

\textit{Remove a fraction $\lambda$ of a core electron while keeping $c$ fixed. Find the sign of the valence relaxation and the transition-state approximation. Then include relaxation of the core orbital.}

\textbf{Solution.} Set $f_i=2-\lambda$ in Eqs.~\eqref{eq:v} and~\eqref{eq:W}. This defines a path between the two integer occupations. The orthogonality constraint does not change, and both $v_i$ and the ionic repulsion are linear in $\lambda$. At the minimizing density $P_\lambda$, first-order changes of the orbitals do not alter the energy, so
\begin{equation}
g(\lambda)\equiv\frac{dW}{d\lambda}
=-\operatorname{Tr}\!\left[P_\lambda\left(J_c-\tfrac12K_c\right)\right]
+\sum_{B\ne i}\frac{q_B}{R_{iB}} .
\end{equation}
Thus $B_i^{\rm init}=K_c^{\rm fix}+g(0)$, whereas relaxed valence electrons give
\begin{equation}
B_i^{\rm fix}=K_c^{\rm fix}+\int_0^1g(\lambda)\,d\lambda .
\end{equation}
For each trial $P$ the energy is a straight line in $\lambda$. The minimum over such lines is concave, so $g'\le0$ where it is differentiable. Writing $g(\lambda)-g(0)=\int_0^\lambda g'(s)\,ds$ and exchanging the integrations gives
\begin{equation}
R_i^{\rm val}=B_i^{\rm init}-B_i^{\rm fix}
=-\int_0^1(1-s)g'(s)\,ds\ge0 .
\end{equation}
Valence relaxation lowers the binding energy. It can change a shift in either direction, because the shift contains the difference of two relaxations.

Expanding $g$ about $\lambda=\frac12$ removes the linear term by symmetry:
\begin{equation}
\int_0^1g\,d\lambda=g(\tfrac12)+\tfrac1{24}g''(\tfrac12)+\cdots .
\end{equation}
The transition-state approximation keeps $g(\frac12)$. It includes linear response, which the initial-state value omits.

Replacing $c$ by $c^*$ defines the core relaxation $R_i^{\rm core}=B_i^{\rm fix}-B_i$. Then
\begin{equation}
\Delta_i=\Delta_i^{\rm init}
-(R_i^{\rm val}-R_r^{\rm val})
-(R_i^{\rm core}-R_r^{\rm core}).
\label{eq:decomp}
\end{equation}
The initial-state shift is correct within this model when the total relaxation is the same at both sites.

\section*{(e) Equivalent cores}

\textit{Replace the core with a hole by the filled $1s^2$ core of element $Z+1$. Find the error in the shift, and check the limit of a uniform external potential.}

\textbf{Solution.} Both cores have outer charge
\begin{equation}
Z-1=(Z+1)-2 .
\end{equation}
They differ at short range. If $W_i^{Z+1}$ is the new valence energy, define $D_i=W_i^{Z+1}-W_i^*$. Then
\begin{align}
\Delta_i^{Z+1}
&=(W_i^{Z+1}-W_0)_i-(W_r^{Z+1}-W_0)_r\notag\\
&=\Delta_i+D_i-D_r .
\label{eq:z}
\end{align}
The approximation requires equal $D$ at the two sites, not vanishing $D$. Filled-core constants cancel in this expression, so $\Delta_i^{Z+1}$ is also a reaction energy between ordinary closed-shell species. For the end carbon of vinylidene, with acetylene as reference, the fixed-geometry reaction is
\begin{equation}
\mathrm{H_2CC+HCNH^+\longrightarrow H_2CN^+ + HCCH}.
\end{equation}

Now let the surroundings add a constant potential energy $U$ per electron over the whole molecule. The valence electrons contribute $N_vU$ and the ionic cores $-U\sum_Aq_A$. Creating the hole leaves $N_v$ unchanged and raises one $q_A$ by one, so $B_i$ changes by $-U$. The orbitals are unaffected. The initial-state, core-hole and $Z+1$ binding energies all change by the same $-U$. Differences between the three approximations must come from valence response or short-range core effects. A nonuniform external field can change these differences only through such effects: at fixed valence density it acts on each compact core through the same outer charge.

\section*{(f) Bounds on the equivalent-core offset}

\textit{Bound $D_i$ using the optimized orbitals of the two problems, and estimate it from the bounds.}

\textbf{Solution.} Let $\mathcal W^*$ and $\mathcal W^{Z+1}$ be the energy functionals before minimization, with minimizing orbitals $\phi^*$ and $\phi^{Z+1}$. Transplant orbitals from one problem to the other by projecting out the new cores and orthonormalizing; a tilde marks the result. Each transplanted set is an allowed trial set, so
\begin{equation}
\mathcal W^{Z+1}[\phi^{Z+1}]-\mathcal W^*[\tilde\phi^{Z+1}]
\le D_i\le
\mathcal W^{Z+1}[\tilde\phi^*]-\mathcal W^*[\phi^*].
\end{equation}
These inequalities require the two solutions to be the respective minima.

To see how the bounds behave, idealize transplantation as an identification of one common space of orbital parameters $x$. Write the energies as $A(x)$ and $A(x)+\eta C(x)$, with
\begin{equation}
A=A_0+\tfrac12x^{T}Hx+\cdots,\qquad C=C_0+b^{T}x+\cdots .
\end{equation}
The second minimum is at $x=-\eta H^{-1}b+O(\eta^2)$. Substitution gives
\begin{align}
D_{\rm upper}&=\eta C_0,\\
D&=\eta C_0-\tfrac12\eta^2b^{T}H^{-1}b+O(\eta^3),\\
D_{\rm lower}&=\eta C_0-\eta^2b^{T}H^{-1}b+O(\eta^3).
\end{align}
The mean of the bounds therefore estimates $D$ through second order.

\section*{(g) Carbon levels in two isomers of C$_2$H$_2$}

\textit{Apply the results to acetylene and singlet vinylidene, H$_2$C=C, and interpret the shifts.}

\textbf{Solution.} The calculations use restricted Hartree--Fock theory, in its open-shell form for the all-electron hole states, and an uncontracted cc-pVDZ basis. The carbon basis functions are kept when a carbon core is replaced by nitrogen, and the nitrogen core is generated in them too. The chosen CC and CH distances are $1.20$ and $1.06$~\AA\ in acetylene, and $1.30$ and $1.08$~\AA\ in vinylidene, whose HCH angle is $120^\circ$. Core orbitals come from $1s^22s^2$ and $1s^12s^2$ carbon ions and a $1s^22s^2$ nitrogen ion. Correlation, geometry optimization and vibration are omitted. So is spin polarization of the valence shell by the hole: unrestricted hole states of vinylidene lie $0.30$ and $0.35$~eV lower for the CH$_2$ and end carbons, which changes their difference by $0.04$~eV.

The constant is $K=391.405$~eV. For the acetylene reference and the end carbon of vinylidene, Eq.~\eqref{eq:B} gives
\begin{align}
W_r^*-W_0&=291.605-391.405=-99.800~\text{eV},\\
W_{\rm end}^*-W_0&=293.706-391.405=-97.699~\text{eV}.
\end{align}
Their difference is the shift, $\Delta_{\rm end}=2.101$~eV, or $0.0772$ hartree. The fully relaxed all-electron calculation gives $2.117$~eV at the same level of theory. For the CH$_2$ carbon the two values are $-0.055$ and $-0.051$~eV. The digits shown compare methods within one basis and are not converged values. In an uncontracted triple-zeta basis ($spd$ on C, $sp$ on H) the all-electron binding energies of vinylidene fall by about $0.2$~eV, while the difference between its two carbons moves from $2.169$ to $2.162$~eV.

The initial-state shift of the end carbon is $1.603$~eV in this basis; the corresponding orbital-energy shift rises by about $0.06$~eV in the triple-zeta basis. Equation~\eqref{eq:decomp} accounts for the rest:
\begin{align}
\Delta_{\rm end}
&=1.603-(12.750-13.269)-(0.921-0.900)\notag\\
&=1.603+0.519-0.021=2.101~\text{eV}.
\end{align}
The end carbon gains less energy from valence relaxation than the reference, which raises its relative binding energy. For the CH$_2$ carbon, valence relaxation is only $0.015$~eV larger than in the reference, so the initial-state shift of $-0.038$~eV is already close to the final one.

Relaxing the core orbital lowers the absolute binding energies by about $0.9$~eV and brings them within $0.02$~eV of the all-electron values. It hardly affects these shifts: with $c$ fixed, the end-carbon shift is $2.122$~eV, slightly nearer the all-electron result than the value with $c^*$. Here the missing core electron and the valence response to it determine the shift, while the relaxed shape of the remaining core orbital mainly corrects the absolute scale.

The equivalent-core result is less accurate for the end carbon. From Eq.~\eqref{eq:z},
\begin{equation}
\Delta_{\rm end}^{Z+1}=2.101+(-8.255+7.274)=1.120~\text{eV}.
\end{equation}
An all-electron $Z+1$ calculation gives $1.118$~eV ($1.10$~eV in the triple-zeta basis, $1.15$~eV with the double-zeta functions of nitrogen on the replaced site), so the discrepancy of about $-0.98$~eV belongs to the equivalent-core replacement and not to freezing the cores. For the CH$_2$ carbon the error is $0.084$~eV, enough to change the sign of a very small shift.

The bounds show how the large error arises. Their means are
\begin{align}
\bar D_{\rm end}&=\tfrac12(-10.305-6.200)=-8.253~\text{eV},\\
\bar D_r&=\tfrac12(-9.022-5.523)=-7.273~\text{eV}.
\end{align}
The estimated error is $-0.980$~eV, in agreement with the direct value. The upper bounds, which use transplanted core-hole orbitals without further relaxation, differ by $-6.200+5.523=-0.677$~eV. About two thirds of the error is thus present before the valence orbitals respond to the nitrogen core. The bound intervals for the two sites overlap, so the bounds alone do not fix the sign of the error.

The electrostatic potentials of the cores also show where they differ. Define the effective charge at distance $r$ as $r$ times the electrostatic potential of nucleus and core electrons. At $0.2$~bohr it is $5.21$ for carbon with a hole and $5.33$ for nitrogen; at $1$~bohr both are $5.00$. The electrostatic difference between the two cores is therefore confined to short range.

The numerical output below lists the remaining energies and the error of the core--valence partition.

\section*{Computed values}
\begin{verbatim}
acetylene CC, CH (angstrom): 1.20, 1.06
vinylidene CC, CH (angstrom), HCH (deg): 1.30, 1.08, 120
basis functions per molecule: 66
hartree in eV: 27.211386
core charge seen at 0.2 bohr, C hole / N (e): 5.2090 / 5.3307
core charge seen at 1.0 bohr, C hole / N (e): 5.0004 / 5.0000
core charge seen at 2.0 bohr, C hole / N (e): 5.0000 / 5.0000
atomic constant K, core-hole potential (eV): 391.405
[acetylene C] binding energies in eV
  initial state: 305.774
  valence relaxed, core orbital fixed: 292.504
  coupling integral / midpoint: 292.504 / 292.723
  core-hole potential: 291.605
  all-electron Delta-SCF: 291.589
  valence / core relaxation: 13.269 / 0.900
  Z+1 offset D, lower / value / upper: -9.022 / -7.274 / -5.523
[vinylidene CH2 C] binding energies in eV
  initial state: 305.735
  valence relaxed, core orbital fixed: 292.451
  coupling integral / midpoint: 292.451 / 292.662
  core-hole potential: 291.550
  all-electron Delta-SCF: 291.537
  valence / core relaxation: 13.284 / 0.902
  Z+1 offset D, lower / value / upper: -8.910 / -7.190 / -5.467
[vinylidene end C] binding energies in eV
  initial state: 307.377
  valence relaxed, core orbital fixed: 294.627
  coupling integral / midpoint: 294.627 / 294.847
  core-hole potential: 293.706
  all-electron Delta-SCF: 293.706
  valence / core relaxation: 12.750 / 0.921
  Z+1 offset D, lower / value / upper: -10.305 / -8.255 / -6.200
[vinylidene CH2 C] shifts from acetylene in eV
  initial state / orbital energies: -0.038 / -0.035
  core orbital fixed: -0.053
  core-hole potential / all-electron: -0.055 / -0.051
  Z+1 frozen core / all-electron: 0.029 / 0.024
  Z+1 error: 0.084
[vinylidene end C] shifts from acetylene in eV
  initial state / orbital energies: 1.603 / 1.570
  core orbital fixed: 2.122
  core-hole potential / all-electron: 2.101 / 2.117
  Z+1 frozen core / all-electron: 1.120 / 1.118
  Z+1 error: -0.981
vinylidene end C minus CH2 C, shifts in eV
  initial state: 1.642
  core-hole potential: 2.156
  all-electron: 2.169
  Z+1: 1.092
largest core-valence partition error (meV): 0.2638
\end{verbatim}
